\section*{Effective subthreshold threshold of a disordered two-dimensional channel from Dykhne duality}

\section{The decision}

Suppose that a simulation or a dopant map supplies the local threshold voltage $V_T(\mathbf r)$ of a large MOS channel, and that a circuit model needs one number in its place. One must decide whether to insert the mean threshold or to lower it first, because conductance depends exponentially on threshold and the low-threshold places conduct far better than the rest. For the channel computed below, averaging the local conductance would lower the threshold by 26 mV and raise the predicted current by a factor of 2.3. Under the symmetry conditions derived here, no such correction should be made.

\section{Model and conventions}

The channel is a sheet in the $xy$ plane, with source at $x=0$ and drain at $x=L$. Let $v=kT/q$, and let $\phi$ be the electron quasi-Fermi potential, equal to $0$ at the source and $V_D$ at the drain. In weak inversion the gate moves the surface potential by $1/n$ of its own change, with $n=1+C_{dep}/C_{ox}$. For non-degenerate electrons the sheet density is therefore $N_T\,e^{(V_G-V_T)/(nv)}e^{-\phi/v}$, where $N_T$ is the density that defines threshold. With uniform mobility $\mu$, define
\begin{equation}
\sigma(\mathbf r)=\sigma_T\exp\frac{V_G-V_T(\mathbf r)}{nv},\qquad \sigma_T=q\mu N_T .
\label{local}
\end{equation}
Three assumptions enter: transport is local drift-diffusion, the mobile charge does not alter the potential, and the drain does not alter $V_T$.

The threshold is a stationary Gaussian random field with mean $\bar V$ and standard deviation $s$. This means that the values at any set of points are jointly Gaussian. The statistics are also unchanged by a $90^\circ$ turn, which is all the isotropy that the proof needs. Write
\begin{equation}
\sigma=\sigma_g e^{f},\quad \sigma_g=\sigma_T e^{(V_G-\bar V)/(nv)},\quad f=-\frac{V_T-\bar V}{nv}.
\label{f}
\end{equation}
Since $\langle f\rangle=0$, $\sigma_g=\exp\langle\ln\sigma\rangle$ is the geometric mean. The disorder strength is $\beta=s/(nv)$, the standard deviation of $f$.

\subsection*{Drain bias}

The current density is $\mathbf J=-\sigma e^{-\phi/v}\nabla\phi$. With $u=e^{-\phi/v}$ we have $\nabla u=-u\nabla\phi/v$, so that
\begin{equation}
\mathbf J=v\sigma\nabla u,\qquad \nabla\cdot(\sigma\nabla u)=0 .
\label{slotboom}
\end{equation}
This is a linear conduction problem in which $u$ falls from $1$ at the source to $e^{-V_D/v}$ at the drain. If $G$ is the conductance of a sample with local conductance $\sigma$, the drain current is
\begin{equation}
I=Gv\left(1-e^{-V_D/v}\right).
\label{current}
\end{equation}
For $V_D\ll v$ this is $GV_D$. Within the model, then, the low-bias conductance fixes the current at any drain bias. The effective threshold of a square sample is defined by putting $G$ in place of $\sigma$ in (\ref{local}). Dividing by $\sigma_g$ gives
\begin{equation}
V_{\rm eff}-\bar V=-nv\ln g,\qquad g=G/\sigma_g .
\label{veff}
\end{equation}

\section{Duality of a finite rectangle}

Take a rectangle of length $L$ and width $W$. Let $U$ be $1$ on the edge $x=0$ and $0$ on $x=L$, with no current through $y=0$ and $y=W$. Put $\mathbf e=-\nabla U$ and $\mathbf j=\sigma\mathbf e$. The conductance along $x$ is $G_x[\sigma]=\int_0^W j_x\,dy$.

Because $\nabla\cdot\mathbf j=0$, there is a stream function $\psi$ with
\begin{equation}
j_x=\partial_y\psi,\qquad j_y=-\partial_x\psi .
\label{stream}
\end{equation}
On the insulated edges $j_y=0$, so $\psi$ is constant on each. Set it to $0$ at $y=0$; integrating $j_x$ across the width then gives $\psi=G_x[\sigma]$ at $y=W$. From (\ref{stream}),
\begin{equation}
\frac1\sigma\nabla\psi=\frac1\sigma(-j_y,\,j_x)=(-e_y,\,e_x)=(\partial_yU,\,-\partial_xU).
\label{dual}
\end{equation}
The divergence of the last vector is $\partial_x\partial_yU-\partial_y\partial_xU=0$. Hence $\psi$ solves a conduction problem with local conductance $1/\sigma$. Its electrodes are the edges $y=0$ and $y=W$. The edges $x=0$ and $x=L$ are now insulated: $U$ is constant along them, so $e_y=0$ there, and $-e_y$ is the normal component in (\ref{dual}).

The flow of this dual problem through a line of constant $y$ is
\begin{equation}
\int_0^L\frac{\partial_y\psi}{\sigma}\,dx=-\int_0^L\partial_xU\,dx=U(0,y)-U(L,y)=1 .
\end{equation}
It is driven by the difference $G_x[\sigma]$ in $\psi$. Conductance is flow divided by difference, so
\begin{equation}
G_y[1/\sigma]\;G_x[\sigma]=1 .
\label{duality}
\end{equation}
This holds for each sample, without averaging. Multiplying the local conductance by a constant multiplies $G$ by the same constant, so in units of $\sigma_g$
\begin{equation}
g_x[f]\;g_y[-f]=1 .
\label{gdual}
\end{equation}

\section{From duality to the threshold}

\subsection*{A square of any size}

Let $L=W$ and $X=\ln g_x[f]$. A Gaussian field of zero mean is fixed by its covariance, which is the same for $f$ and $-f$; the two fields therefore have the same statistics. Together with the $90^\circ$ turn, this gives $g_y[-f]$ the same distribution as $g_x[f]$. But (\ref{gdual}) says $\ln g_y[-f]=-X$. Thus $X$ and $-X$ are equally distributed, the median of $X$ is zero, and
\begin{equation}
\langle\ln G\rangle=\ln\sigma_g,\qquad \langle V_{\rm eff}\rangle=\bar V ,
\label{finite}
\end{equation}
provided the average exists.

It does exist. The conductance is the minimum of $\int\sigma|\nabla U|^2d^2r$ over potentials with the prescribed electrode values: if $w$ vanishes on the electrodes, the cross term $2\int\sigma\nabla U\cdot\nabla w\,d^2r$ vanishes on integration by parts, and the remaining term $\int\sigma|\nabla w|^2d^2r$ is not negative. The trial potential $1-x/L$ gives $g\le L^{-2}\int e^f d^2r$. For a Gaussian variable, completing the square yields $\langle e^f\rangle=e^{\beta^2/2}$, hence $\langle g\rangle\le e^{\beta^2/2}$. By symmetry $\langle1/g\rangle$ obeys the same bound, and $|X|\le e^X+e^{-X}$ has a finite mean.

The mean conductance itself is not $\sigma_g$. The symmetry of $X$ gives
\begin{equation}
\langle g\rangle=\tfrac12\langle e^X+e^{-X}\rangle=\langle\cosh X\rangle\ge1 .
\label{cosh}
\end{equation}
Averaging thresholds over square devices thus returns $\bar V$, whereas averaging their currents gives a larger conductance as long as devices differ.

\subsection*{A large channel}

A channel is called large here when it self-averages: $G$ of a square approaches a value $\sigma_{\rm eff}$ that no longer depends on the sample. Then $X$ tends to the number $\ln(\sigma_{\rm eff}/\sigma_g)$. A symmetric distribution can shrink to a single number only at zero, so
\begin{equation}
\sigma_{\rm eff}=\sigma_g,\qquad V_{\rm eff}=\bar V .
\label{result}
\end{equation}
A large rectangle then has $G=\sigma_gW/L$.

The approach to this limit can be followed for weak disorder. Since $G$ is stationary with respect to $U$, a small change of $\sigma$ changes it by $\int\delta\sigma|\nabla U|^2d^2r$. Around the uniform sheet $|\nabla U|^2=1/L^2$, and $X\simeq L^{-2}\int f\,d^2r$. For the covariance $\beta^2e^{-r^2/(2\xi^2)}$ and $L\gg\xi$, one of the two area integrals in $\langle X^2\rangle$ gives $2\pi\xi^2$ and the other gives $L^2$. The device-to-device spread of threshold is then
\begin{equation}
nv\sqrt{\langle X^2\rangle}\simeq s\,\frac{\sqrt{2\pi}\,\xi}{L}.
\label{spread}
\end{equation}

\section{Weak disorder and anisotropy}

A direct expansion shows what cancels. Apply a mean field $E_0$ along $x$ and expand $\sigma/\sigma_g=1+f+f^2/2$. To first order the extra field $\mathbf e_1$ is a gradient and makes $\mathbf e_1+f\mathbf E_0$ divergence-free. Its Fourier component is therefore $-\mathbf k\,k_xE_0f_{\mathbf k}/k^2$. The second-order field has zero mean and does not enter the mean current at this order. Hence
\begin{equation}
\frac{\sigma_x}{\sigma_g}=1+\frac{\langle f^2\rangle}2+\frac{\langle fe_{1x}\rangle}{E_0}
=1+\beta^2\left(\frac12-\left\langle\frac{k_x^2}{k^2}\right\rangle_S\right),
\label{weak}
\end{equation}
where $\langle\cdot\rangle_S$ is an average weighted by the power spectrum of $f$. The $\frac12$ is the gain from the convex exponential. The negative term is the loss because current must pass through poor regions as well as good ones. In an isotropic plane $\langle k_x^2/k^2\rangle_S=\frac12$ and the two cancel. In three dimensions the average is $\frac13$, leaving $+\beta^2/6$: the geometric mean is not a general law of conduction.

Now let the correlation lengths be $\xi_x$ and $\xi_y$. The spectrum is Gaussian with standard deviations $a=1/\xi_x$ and $b=1/\xi_y$ in $k_x$ and $k_y$. In scaled polar coordinates, let $A$ and $B$ be the angular averages of $\cos^2\theta/D$ and $\sin^2\theta/D$, with $D=a^2\cos^2\theta+b^2\sin^2\theta$. Then $a^2A+b^2B=1$. The substitution $t=\tan\theta$ gives
\begin{equation}
A+B=\frac1\pi\int_{-\infty}^{\infty}\frac{dt}{a^2+b^2t^2}=\frac1{ab}.
\end{equation}
Eliminating $B$ gives $A=1/[a(a+b)]$, so
\begin{equation}
\left\langle\frac{k_x^2}{k^2}\right\rangle_S=a^2A=\frac{a}{a+b}=\frac{\xi_y}{\xi_x+\xi_y}.
\label{aniso}
\end{equation}
Current along the longer correlation length meets a conductance above $\sigma_g$, and current across it one below.

At any disorder strength, (\ref{gdual}) and the symmetry $f\to-f$ still give, for a large sample,
\begin{equation}
\sigma_x\sigma_y=\sigma_g^2 .
\label{product}
\end{equation}
The two threshold shifts are equal and opposite. Neither need vanish.

\section{Why a Gaussian histogram is not enough}

The proof used the sign symmetry of the whole field. A symmetric histogram of local thresholds is weaker. To see the difference, take a Gaussian field $h$ of unit variance and set $f=\beta\,\Phi^{-1}(2\Phi(|h|)-1)$, where $\Phi$ is the normal distribution function. The quantity $2\Phi(|h|)-1$ is uniform between 0 and 1, so $f$ has a Gaussian histogram. Its poorly conducting places, however, lie along the curves $h=0$. A path from a region of positive $h$ to one of negative $h$ must cross such a curve, while the good places are separate patches. The map $f\to-f$ exchanges these roles, and the geometric mean is no longer protected. The size of the effect is computed below.

Conversely, a mobility that varies as $e^{-c(V_T-\bar V)}$ adds a term to $\ln\sigma$ that is odd in $V_T-\bar V$. The symmetry survives, and so does (\ref{result}).

\section{A silicon channel}

Consider an n-channel device at 300 K with 4 nm of oxide, a 60 nm depletion depth and doping $3.2\times10^{17}$ cm$^{-3}$. The capacitances $C_{ox}=0.863$ and $C_{dep}=0.173$ $\mu$F/cm$^2$ give $n=1.20$ (the value at threshold, held fixed here; 200 mV below threshold the depletion depth is about 54 nm and $n$ about 1.22); with $v=25.85$ mV, $nv=31.02$ mV. Choose $s=40$ mV and $\xi=20$ nm, so $\beta=40/31.02=1.29$, which is not weak disorder. Further inputs are $\mu=200$ cm$^2$/Vs, $N_T=3\times10^{10}$ cm$^{-2}$, $\bar V=0.45$ V, $V_G=0.25$ V and $V_D=50$ mV.

At the mean threshold the density is $3\times10^{10}\,e^{-200/31.02}=4.76\times10^7$ cm$^{-2}$. Multiplication by $q\mu$ gives $\sigma_g=1.52$ nS. For $W=L$, (\ref{current}) gives
\begin{equation}
I=1.524\ {\rm nS}\times25.85\ {\rm mV}\times\left(1-e^{-50/25.85}\right)=33.7\ {\rm pA}.
\end{equation}
The arithmetic mean conductance $\sigma_ge^{\beta^2/2}$ would give 77.4 pA, equivalent to a threshold shift of $-s^2/(2nv)=-25.8$ mV. The harmonic mean would give $+25.8$ mV. These are values of the fixed-$n$ model. A one-dimensional Poisson--Boltzmann solution of the same stack, which keeps the field dependence of the sheet density and the inversion charge at $N_T$, gives about $6.8\times10^7$ cm$^{-2}$ and 48 pA at this gate voltage, with an effective slope factor of 1.25; the arithmetic shift then becomes $-24.8$ mV and the current factor 2.2.

\subsection*{Simulated squares}

Random fields with this covariance were made by filtering white noise. Each sample was represented by a conductor network of 5 nm spacing, with the local conductance taken at the bond midpoints, and its linear equations were solved directly. Ensembles of 400, 300 and 200 squares gave the following values; the uncertainty is one standard error.
\begin{center}
\begin{tabular}{cccc}
side (nm) & mean shift (mV) & spread (mV) & $\langle g\rangle$\\
80 & $+0.6\pm1.0$ & 20.6 & 1.21\\
160 & $-1.8\pm0.7$ & 12.8 & 1.16\\
320 & $+0.0\pm0.4$ & 6.2 & 1.02
\end{tabular}
\end{center}
The spread falls with size, as self-averaging requires, and (\ref{spread}) gives 6.3 mV at 320 nm. The mean shift at 160 nm lies 2.4 standard errors from the zero required by (\ref{finite}). The other two sizes show no such offset, and it is a sampling fluctuation: 1200 squares of 160 nm on a cell-based network give $+0.1\pm0.4$ mV. The values of $\langle g\rangle$ are uncertain by 0.02 to 0.05, and the one at 160 nm shares the fluctuation; the larger ensembles give $1.27\pm0.02$ at 80 nm and $1.08\pm0.01$ at 160 nm. The excess of $\langle g\rangle$ over one shrinks with the spread, as (\ref{cosh}) implies. A zero mean shift at small size is special to squares. A device with $L=80$ nm and $W=640$ nm shifts by about $-7$ mV on average and the transposed shape by about $+6$ mV; for 160 nm by 800 nm the shifts are about $\mp3$ mV.

To vary $s$ with less noise, 150 squares of 240 nm were used and the area average of $f$, whose ensemble mean is zero, was subtracted from $\ln g$. With the same fields scaled to $s=20$, 40 and 80 mV, the shifts were $-0.11\pm0.07$, $-0.5\pm0.3$ and $-1.6\pm0.9$ mV. All lie within two standard errors of zero; sharing their fields, they are not independent evidence. The midpoint network has a dual of its own form, which might favour the result. A cell-based discretization without that property gave $-0.4\pm0.3$ mV at $s=40$ mV.

Correlation lengths of 40 and 10 nm, again at $s=40$ mV, gave $-11.7\pm0.3$ mV for current along the longer length and $+11.4\pm0.3$ mV across it. The sum, $-0.3\pm0.3$ mV, agrees with (\ref{product}). Equations (\ref{weak}) and (\ref{aniso}) predict $\mp0.3\beta^2nv=\mp15.5$ mV: the right signs, but too large a size. The gap comes mainly from the disorder strength: weak fields on the same squares, scaled by $\beta^2$, give about $-14.6$ mV along the longer length, and doubling the side leaves the strong-disorder value near $-11$ mV. The field with connected poor regions gave $+4.9\pm0.2$ mV, although its histogram is Gaussian. This value is not converged in the mesh, because the poor curves are thin: halving the spacing raises it by about 0.7 mV, and quartering it by about 1.1 mV. Finally, a nonlinear solution for $\phi$ in one sample at $V_D=50$ mV gave 0.9998 of the current from (\ref{current}).

\subsection*{Beside a real device}

The oxide, doping and mobility are rough values for an older, long-channel bulk transistor. The local spread is on the high side. A dopant at depth $z$ acts with weight $1-z/W_{dep}$, whose mean square is $\frac13$, and the covariance corresponds to an area $A=2\pi\xi^2$ holding 48 dopants. Their contribution is $(q/C_{ox}A)\sqrt{48.3/3}=29.6$ mV. Reaching 40 mV takes a further $5\times10^{11}$ cm$^{-2}$ of randomly placed interface charges, many more than a good thermal oxide has. The assumption most strained is local drift-diffusion, because the estimated mean free path is 8.4 nm against $\xi=20$ nm. If every place lost conductance by the factor $1+8.4/20$, the threshold would rise by 11 mV, and a longer channel would not remove this shift. This factor is a rough guess, not a bound. If electrons kept their energy while crossing the disorder, so that each energy conducted only where it lies above the local band edge, the shift for 240 nm squares would be about $+13$ mV for a constant scattering time and $+16$ mV for a constant mean free path. The potentials of source and drain also decay into the channel, over a length $\lambda\approx\sqrt{\epsilon_{Si}t_{ox}W_{dep}/\epsilon_{ox}}=27$ nm. For junctions doped to $10^{20}$ cm$^{-3}$ the step that decays is about 0.3 V, or $12v$. Each end therefore removes a length $\int_0^\infty[1-\exp(-12e^{-x/\lambda})]\,dx\approx\lambda(\ln12+0.58)\approx80$ nm from the resistance, not $\lambda$. A two-dimensional Poisson solution gives 60 to 80 nm for junction depths of 15 to 50 nm. This lowers the threshold by 15 to 22 mV at $L=320$ nm and, for the deeper junction, by about 9 mV at 640 nm. It is a short-channel effect of the mean device, not of the disorder. At $L=160$ nm and below the two end regions take up most of the channel (the same decay picture gives about $-70$ mV at 160 nm), so the smaller squares and rectangles above test the mathematics and do not describe devices of this technology.

Three other neglected effects were estimated and are smaller here. Randomly placed dopants make the threshold distribution skew. With each dopant smeared into a Gaussian that reproduces the covariance and the spread scaled up to 40 mV, they shifted the effective threshold by $-0.3\pm0.2$ mV. The smearing understates the skew. Screened Coulomb profiles evaluated at the interface on a 2.5 nm grid give about $-0.8$ mV at their own spread and $-2$ mV when scaled to 40 mV. Where the threshold is $3s$ below its mean, the channel charge alters it by 0.4 mV, and the density is below $10^{-3}$ of the thermal density of states, so degeneracy is negligible. On a (001) surface the two lowest valleys have an isotropic in-plane mass and hold about two thirds of the electrons at this field and temperature. The other four are anisotropic one by one but are exchanged by a $90^\circ$ turn, so the symmetry survives; counting them raises the mean free path from 8.4 to about 9 nm.

For a channel in weak inversion, many correlation lengths long and wide, with jointly symmetric and isotropic threshold disorder, the mean threshold is therefore the one to insert. Near threshold the mobile charge breaks the symmetry: with the one-dimensional local charge law and $s=40$ mV the shift stays within 0.3 mV at 100 and 200 mV below $\bar V$, but is about $+2$ mV at $V_G=\bar V$ and $+5$ mV at 100 mV above it. The transport and contact corrections must be judged separately: at $L=320$ nm they are estimated at roughly $+11$ to $+16$ mV and $-15$ to $-22$ mV, comparable to the 26 mV that arithmetic averaging would wrongly subtract, and only the second fades in longer channels.
